# A Landau Ferroelectric as a Charge-Controlled Circuit Element

## What symmetry and dimensions fix

Reversing the polarization of a symmetric ferroelectric capacitor reverses its voltage. The voltage is therefore an odd function of the polarization charge \(q\). The shortest odd polynomial with two stable states at zero voltage has a negative linear term and a positive cubic one. With the stable charges called \(\pm q_r\), it must be

\[
v=f(q)=k\left(\frac{q^3}{q_r^2}-q\right),\qquad k>0. \tag{1}
\]

Here \(q_r\) is the remanent charge and \(k\) has the unit of an inverse capacitance. The voltage is a single-valued function of charge, but the charge is not a single-valued function of voltage.

Dimensions also fix how \(dq/dv\) behaves where \(f\) turns. Near a simple maximum, the curve is described by its curvature \(F=|f''|\), in V/C\(^2\), and by the gap \(w\) between the voltage and its maximum, in V. The product \(Fw\) has the unit V\(^2\)/C\(^2\), so the combination of these two with the unit of capacitance is \((Fw)^{-1/2}\). The derivative \(dq/dv\) must diverge as the inverse square root of the gap. A circuit equation should not be built on it.

Equation (1) follows from the Landau energy density \(u=aP^2/2+bP^4/4\), with \(a<0\), \(b>0\) and one uniform polarization \(P\). The field is \(E=du/dP=aP+bP^3\). For a film of thickness \(t_F\) and area \(A\), \(v=t_FE\) and \(q=AP\). Matching terms gives \(k=|a|t_F/A\) and \(q_r=A\sqrt{|a|/b}\). Positive \(q\) means charge that has entered the positive terminal.

## A tiny example by hand

Measure charge in units of \(q_r\) and voltage in units of \(kq_r\). Then \(v=x^3-x\), with slope \(3x^2-1\). The slope vanishes at \(x=\pm1/\sqrt3\approx\pm0.577\), and the voltage at the lower of these folds is \(2/(3\sqrt3)\approx0.385\).

Start at \(x=-1\), \(v=0\), and let a current source deliver a charge of \(1/4\) per step. With charge as the unknown, each step is an addition followed by an evaluation:

- \(x=-3/4\) gives \(v=-27/64+48/64=21/64\).
- \(x=-1/2\) gives \(v=-8/64+32/64=24/64\).
- \(x=-1/4\) gives \(v=-1/64+16/64=15/64\).
- \(x=0\) gives \(v=0\).

The voltage rises and then falls while charge keeps entering. Nothing special happens at the fold.

Now take voltage as the unknown. The chain rule gives \(dv=(dv/dx)\,dx\), with the slope looked up on the branch where the element sits. At \(x=-1\) the slope is 2, so the first explicit step gives \(v=2\times1/4=1/2\). This exceeds 0.385, and the lower branch has no charge to look up. A smaller step postpones this failure without removing it, as shown below.

Next replace the current source by a voltage source \(s\) behind a resistor. Let \(\sigma\) be the resistance divided by the time step, in units of \(k\). One implicit step from \(x_0\) to \(x\) requires

\[
x^3-x+\sigma(x-x_0)=s .
\]

Take \(x_0=-1\), \(\sigma=2\), \(s=2\). The equation becomes \(x^3-x+2x+2=2\), or \(x^3+x=0\), with the single real solution \(x=0\). Newton's method maps

\[
x\mapsto x-\frac{x^3+x}{3x^2+1}=\frac{2x^3}{3x^2+1},
\]

which produces \(-1,\,-1/2,\,-1/7,\,-1/182\). The iteration crosses the fold and converges rapidly.

A longer time step means a smaller \(\sigma\). With \(x_0=-1\), \(\sigma=1/2\), \(s=1/2\), the equation is \(x^3-x/2=0\), with solutions \(0\) and \(\pm1/\sqrt2\). Charge control removes the singular derivative, but a step that is too long still leaves the answer ambiguous.

## Why the capacitance form fails

Return to physical units. Setting \(f'(q)=k(3q^2/q_r^2-1)\) to zero gives the folds and the coercive voltage:

\[
q=\pm q_t,\quad q_t=\frac{q_r}{\sqrt3},\qquad
V_c=f(-q_t)=k q_t\left(1-\frac13\right)=\frac{2kq_r}{3\sqrt3}. \tag{2}
\]

At the lower fold \(f''(-q_t)=-6kq_t/q_r^2\), so \(F=6kq_t/q_r^2\). Write \(q=-q_t-\eta\), with \(\eta>0\) on the lower branch. Since \(f\) is cubic, its Taylor series ends:

\[
w=V_c-v=\frac F2\eta^2+\frac{k}{q_r^2}\eta^3,\qquad
f'(q)=F\eta+\frac{3k}{q_r^2}\eta^2 .
\]

To leading order \(\eta=\sqrt{2w/F}\), and hence

\[
\frac{dq}{dv}=\frac1{f'(q)}\simeq\frac1{\sqrt{2Fw}} . \tag{3}
\]

On the middle branch \(\eta<0\), and the sign is negative. The capacitance thus changes sign through infinity, whereas its inverse \(f'(q)\) passes smoothly through zero. The divergence is integrable, because \(\int dw/\sqrt w\) is finite at \(w=0\): a finite charge brings the element to the fold.

Consider a constant current \(I\), without friction or background capacitance. The usual capacitor equation \(C(v)\,dv/dt=I\) becomes, near the fold,

\[
\frac{dw}{dt}=-I\sqrt{2Fw}
\quad\Longrightarrow\quad
\frac{d\sqrt w}{dt}=\frac{1}{2\sqrt w}\frac{dw}{dt}=-I\sqrt{\frac F2}. \tag{4}
\]

So \(\sqrt w\) falls linearly and reaches zero in finite time. From then on, the equation on this branch permits only \(w=0\): \(w\) cannot be negative, and the equation forbids it to grow. The voltage stays at \(V_c\) although current still enters. The true voltage turns back, on a branch with another function \(C(v)\). Voltage alone does not record which branch applies.

The common discretizations fail in different ways.

**Explicit Euler.** Equation (4) gives \(w_{n+1}=\sqrt{w_n}\,(\sqrt{w_n}-hI\sqrt{2F})\). Once \(\sqrt{w_n}<hI\sqrt{2F}\), the next gap is negative and the branch has ended. This holds for every step \(h>0\).

**Implicit Euler.** The new charge on the lower branch must satisfy \(f(q)-hIf'(q)=v_n\). The left side increases with \(q\) there, since \(f'>0\) and \(f''<0\). It tends to \(-\infty\) for large negative \(q\) and equals \(V_c\) at the fold. For \(v_n<V_c\) there is one solution, below the fold. The method keeps finding solutions, and its voltage creeps up to \(V_c\) and sticks.

**A table of \(q(v)\).** Differencing the charge itself conserves charge, but the lower branch has no entry above \(-q_t\). At \(v=V_c\),

\[
f(q)-V_c=\frac{k}{q_r^2}(q+q_t)^2(q-2q_t),
\]

as expansion with \(q_r^2=3q_t^2\) confirms. The other available charge is \(2q_t\), so a jump to the upper branch demands an instantaneous charge \(3q_t\), which a finite current cannot supply.

A stiff voltage source is a different case: the charge really does run to the far branch, in a time set by friction. Add a viscous voltage \(r\,dq/dt\) and hold the source at \(V_c+\delta\), with small \(\delta>0\). With \(\xi=q+q_t\), the motion near the fold is \(r\,d\xi/dt=\delta+F\xi^2/2\). The slow passage takes

\[
\int_{-\infty}^{\infty}\frac{r\,d\xi}{\delta+F\xi^2/2}=\pi r\sqrt{\frac{2}{F\delta}} .
\]

The infinite limits are allowed at leading order, since the integrand is concentrated within \(|\xi|\sim\sqrt{2\delta/F}\). Charge control with friction describes this run as well.

## The element in circuit equations

The polarization branch obeys \(v=f(q)+r\,dq/dt\). In parallel sits a linear capacitor \(C_b\) for the background polarization. A source \(V_s\) feeds both through a resistor \(R\):

\[
\frac{V_s-v}{R}=\frac{dq}{dt}+C_b\frac{dv}{dt},\qquad
v=f(q)+r\frac{dq}{dt}. \tag{5}
\]

For a backward Euler step \(h\) from \((q_0,v_0)\), the residuals are

\[
F_1=\frac{v-V_s}{R}+\frac{q-q_0}{h}+C_b\frac{v-v_0}{h},
\qquad
F_2=v-f(q)-r\frac{q-q_0}{h}.
\]

Define \(g=1/R+C_b/h\). Newton's linear equations are

\[
g\,\Delta v+\frac{\Delta q}{h}=-F_1,\qquad
\Delta v-\left(f'+\frac rh\right)\Delta q=-F_2 .
\]

The first gives \(\Delta v=-(F_1+\Delta q/h)/g\). Inserting this in the second, and using \(1/(hg)=R/(h+RC_b)\), gives

\[
\Delta q=\frac{F_2-F_1/g}{f'(q)+S},\qquad
S=\frac rh+\frac{R}{h+RC_b}. \tag{6}
\]

At a fold the denominator is \(S>0\). The derivative \(f'\) enters, and its inverse does not.

### How long may a step be?

Solve \(F_1=0\) for \(v\) and insert it in \(F_2=0\). What remains is

\[
\frac{k}{q_r^2}q^3+(S-k)q=d,\qquad
d=Sq_0+\frac{V_s/R+C_bv_0/h}{g}. \tag{7}
\]

If \(S\ge k\), the left side increases strictly and there is one solution for any data. If \(S<k\), some data give three: for \(d=0\) they are \(0\) and \(\pm q_r\sqrt{1-S/k}\). Since \(S\) decreases with \(h\), the limit is \(S=k\). Multiplying by \(h(h+RC_b)\) gives \(r(h+RC_b)+Rh=kh(h+RC_b)\), or

\[
kh^2+(kRC_b-r-R)h-rRC_b=0. \tag{8}
\]

For positive \(r\), \(R\) and \(C_b\) the product of the roots is negative, so there is one positive root \(h^*\). With \(r=C_b=0\) the nonzero root is \(h^*=R/k\). With \(r=0\) but \(C_b>0\) it is \(h^*=R(1/k-C_b)\), which is positive only if \(C_bk<1\).

For \(h<h^*\), Newton's method converges from any start. Because \(F_1\) is linear, the charges it produces are those of scalar Newton iteration on (7). Let the solution \(q^*\) be positive or zero; the other sign follows by reflection. For \(q>0\) the cubic is convex, so a start above \(q^*\) descends steadily to it. A start between 0 and \(q^*\) moves to \(q^*\) or beyond, and then descends. From a negative start the iterates increase. They cannot settle at a negative value, since a limit would have to be a solution, so they converge to zero if \(q^*=0\) or enter one of the previous cases.

For another smooth \(f\), \(S>-\min f'\) still ensures at most one solution. The convergence proof uses the cubic's single inflection.

### The general procedure

1. Give each ferroelectric its own unknown \(q\), with an initial value that selects the branch.
2. Between nodes \(m\) and \(n\), add \((q-q_0)/h\) to the current leaving \(m\), and subtract it at \(n\).
3. Add the row \(v_m-v_n-f(q)-r(q-q_0)/h=0\). Its derivatives are \(1\), \(-1\) and \(-(f'+r/h)\).
4. Connect \(C_b\) as an ordinary capacitor. Solve for all unknowns together by Newton's method, starting from the previous state.
5. Reduce \(h\) until the waveform no longer changes appreciably. For one element behind a resistor, begin below \(h^*\). Several elements can require a shorter step, as the last section shows.

The total terminal charge \(Q=q+C_bf(q)\) could replace \(q\) in a static model if \(dQ/dq=1+C_bf'\) is positive everywhere. The smallest slope is \(-k\), so the condition is \(C_bk<1\). At equality, \(dv/dQ\) diverges at \(q=0\). With friction, \(r>0\), the polarization charge needs no such condition. Without friction, (5) becomes \((V_s-f)/R=(1+C_bf')\,dq/dt\), which is singular where the bracket on the right vanishes, so \(C_bk<1\) is then needed for \(q\) as well.

## A hafnium-zirconium oxide capacitor

Take a 10 nm film, 50 µm square, with \(P_r=20\) µC/cm\(^2\) and a coercive field of 1 MV/cm. Then \(q_r=P_rA=0.500\) nC and \(V_c=1.00\) V. Equation (2) gives

\[
k=\frac{3\sqrt3\,V_c}{2q_r}=5.196\ \text{V/nC},\qquad q_t=0.2887\ \text{nC}.
\]

The static capacitance at \(q=0\) is \(-1/k=-192.5\) pF. A viscosity of 100 Ω m gives \(r=400\) Ω, and a background permittivity of 10 gives \(C_b=22.14\) pF. Thus \(C_bk=0.115\).

The curvature is \(F=36.0\) V/nC\(^2\). At gaps of 10 mV and 0.01 mV, numerical differentiation of the lower branch gives 1.148 and 37.24 nF. Equation (3) gives 1.179 and 37.27 nF, so the relative error of the leading law shrinks towards the fold.

With a constant 0.40 mA and no friction or background, the fold is reached after \((q_r-q_t)/I=0.2113\ \text{nC}/0.40\ \text{mA}=528\) ns. Explicit voltage stepping at 1 ns leaves the branch at 525 ns. It is early because tangent steps run above a concave curve. At 1250 ns the true state is \(q=0\), \(v=0\), but the implicit voltage method reports 1.00 V. A forced jump to the upper branch would need 0.866 nC at once.

Now apply 3 V through 5 kΩ, starting from \(q=-q_r\), \(v=0\). Here \(RC_b=110.7\) ns, and (8) gives \(h^*=938\) ns. For zero source and zero previous state, a direct count found one solution at \(0.98h^*\) and three at \(1.02h^*\). At \(0.9h^*\), 400 Newton runs from random starts, half of them drawn from \(\pm100q_r\), all converged within 24 iterations.

Accuracy asks for much shorter steps. Compared with a high-order integration over 5 µs, steps of 2 and 1 ns give largest charge errors of \(2.0\times10^{-4}\) and \(1.0\times10^{-4}\) nC. Halving the step halves the error, as expected of a first-order method. At 1 ns the largest voltage error is 3.9 mV.

### Reading the voltage drop

The terminal voltage peaks at 1.148 V after 558 ns, then falls to \(-0.703\) V at 1588 ns while charge still enters. At the peak \(dv/dt=0\), so all the current flows through the polarization branch: \((3-1.148)\,\text{V}/5000\,\Omega=0.370\) mA. Friction adds \(400\,\Omega\times0.370\,\text{mA}=0.148\) V to the static fold voltage of 1 V, which accounts for the peak.

The extrema are not quite the static folds. Differentiate (5) and set \(dv/dt=0\), with dots for time derivatives:

\[
0=f'\dot q+r\ddot q,\qquad 0=\ddot q+C_b\ddot v
\quad\Longrightarrow\quad f'(q)\,\dot q=rC_b\ddot v. \tag{9}
\]

At the maximum \(\ddot v<0\) and \(\dot q>0\), so \(f'<0\): the element has already passed the fold. If \(r\) or \(C_b\) vanishes, the two points coincide.

For small \(C_b\) the delay follows from a second derivative of the branch law, \(\ddot v=f''\dot q^2+f'\ddot q+r\dddot q\). By (9), \(f'\ddot q\) is of second order in \(C_b\), and the differentiated current equation gives \(\dddot q\simeq-\ddot v/R\). Thus \(\ddot v(1+r/R)\simeq f''\dot q^2\). With \(f'\simeq f''\Delta\), where \(\Delta\) is the charge past the fold, (9) yields

\[
\Delta\simeq C_b\,\dot q\,\frac{rR}{r+R}.
\]

At one tenth of the background capacitance, the integration gives 0.3038 pC and this law 0.3036 pC. At the full \(C_b\) the delay is 3.04 pC, about 1% of \(q_t\).

The apparent capacitance, terminal current divided by \(dv/dt\), is \(+16.2\) nF 5 ns before the maximum and \(-16.3\) nF 5 ns after it. These large values describe a turning waveform, not a large material capacitance. Over the whole drop, the terminal charge grows by 0.539 nC while the voltage changes by \(-1.851\) V, a mean of \(-291\) pF. This differs from \(-192.5\) pF mainly because it is a chord between the extrema, not the slope at \(q=0\): the static chord between the folds is \(-2q_t/(2V_c)=-289\) pF. Friction reduces the voltage change and the background capacitor gives up charge, and in this example the two effects nearly cancel.

The energies balance: the source supplies 3.739 nJ, of which 3.164 nJ heats the resistor, 0.241 nJ heats the film and 0.334 nJ is stored.

## Where the uniform element stops being trustworthy

Divide the film into two equal halves under the same voltage. Let \(y_1\) and \(y_2\) be their charges scaled to the full area, so that each obeys \(v=f(y_j)+r\dot y_j\). Subtraction gives, for a small difference \(\epsilon=y_1-y_2\),

\[
r\dot\epsilon=-f'(q)\epsilon,\qquad
\ln\frac{\epsilon_{\rm end}}{\epsilon_{\rm start}}=-\frac1r\int f'(q)\,dt .
\]

Between the folds \(f'<0\), and differences grow. The passage lasts 1030 ns, against a shortest growth time \(r/k=77\) ns. The exponent is 8.63, both from this integral and from a direct calculation with two halves, which means growth by a factor of about 5600.

If the halves differ by \(0.01q_r\) at the lower fold, their difference reaches \(1.94q_r\), and the voltage minimum becomes \(-0.31\) V instead of \(-0.70\) V. The circuit and material parameters are the same in both cases. The charge-controlled equations remain sound, but one charge no longer describes the film. Each region then needs its own \(q\), and the time step must be shorter. In a backward Euler step from \(y_{j0}\), each half obeys \(v=f(y_j)+r(y_j-y_{j0})/h\). The right side increases with \(y_j\) everywhere only if \(h\le r/k=77\) ns, far below \(h^*=938\) ns. With a longer step, two halves that start equal can be given different charges at the same voltage. Domain-wall energy, absent from this comparison, may also matter.

The thickness, remanent polarization and coercive field are rough typical values for hafnium-zirconium oxide. The viscosity and background permittivity are round choices, not measured properties. The model's small-signal capacitance at remanence, \(1/(2k)+C_b=118\) pF, corresponds to a relative permittivity of about 53, above the value of roughly 30 usual for such films. Real films are polycrystalline and switch through domains, so a measured coercive field need not equal the Landau fold field assigned to it here. The two-half result shows that the assumption of uniform polarization alone can change the predicted minimum by about 0.4 V, and many unequal regions could change it further. The final field of 3 MV/cm is close to a rough breakdown field of 4 MV/cm, so endurance is a concern. With the values assumed below, the other estimated effects are smaller. Over 5 µs, an assumed trap leakage of 0.01 A/cm\(^2\) passes 0.05 µC/cm\(^2\), against the remanent reversal \(2P_r\) of 40 µC/cm\(^2\). Fowler–Nordheim tunnelling, for a 2 eV barrier and a mass of 0.2 electron masses, would pass about \(5\times10^{-5}\) µC/cm\(^2\) if the final field lasted the whole 5 µs; the actual charge is smaller, because the field is lower for much of the run. This bound depends exponentially on both inputs. It rises to about 0.5 µC/cm\(^2\) for a mass of 0.1 and to 1.7 µC/cm\(^2\) for a 1.5 eV barrier, and with both changes it exceeds the switched charge, so tunnelling is negligible only for a barrier and mass near those assumed. If no frictional heat escaped, the film would warm by about 4 K in the uniform run; with halves that differ by \(0.01q_r\) at the lower fold, the mean warming is about 10 K. The numerical output lists the remaining values.

## Numbers as computed

```
film thickness 10 nm, side 50 um
remanent polarization (rough) 20 uC/cm2
coercive field (rough) 1.0 MV/cm, Vc 1.000 V
viscosity (chosen) 100 ohm m, r 400 ohm
background permittivity (chosen) 10
background capacitance Cb 22.14 pF
series resistor R 5000 ohm, source step Vs 3.0 V
remanent charge qr 0.5000 nC, fold charge qt 0.2887 nC
slope scale k 5.1962 V/nC, static C at q=0 -192.5 pF
Cb*k 0.1150 (no unit)
fold curvature |f''| 36.00 V/nC2
gap 10.00 mV: dq/dv 1.1480 nF, law 1.1785 nF
gap 1.00 mV: dq/dv 3.6953 nF, law 3.7268 nF
gap 0.10 mV: dq/dv 11.7533 nF, law 11.7851 nF
gap 0.01 mV: dq/dv 37.2362 nF, law 37.2678 nF
charge from remanence to fold 0.2113 nC
forced charge jump at fold 0.8660 nC
constant-current test: I 0.40 mA, step 1.0 ns
true fold time 528.3 ns
explicit voltage method leaves branch at 525.0 ns
comparison time, true q=0: 1250.0 ns
implicit voltage method there 1.0000 V
charge-controlled voltage there 0.0000 V
uniqueness bound h* 937.64 ns
solutions at 0.98 h*: 1, at 1.02 h*: 3
most Newton iterations, 400 random starts: 24
h 4 ns: max error q 4.10e-04 nC, v 1.36e-02 V
h 2 ns: max error q 2.04e-04 nC, v 7.46e-03 V
h 1 ns: max error q 1.02e-04 nC, v 3.94e-03 V
voltage maximum 1.1480 V at 558.4 ns, q -0.2856 nC
voltage minimum -0.7031 V at 1588.2 ns, q 0.2947 nC
terminal charge gained during drop 0.5394 nC
mean apparent C during drop -291.4 pF
apparent C 5 ns before maximum 16.24 nF
apparent C 5 ns after maximum -16.29 nF
charge delay of maximum after fold 3.040 pC
delay at Cb/10 0.3038 pC, law 0.3036 pC
source work 3.7389 nJ, resistor heat 3.1638 nJ
film heat 0.2414 nJ, stored change 0.3337 nJ
time between folds 1029.9 ns, r/k 77.0 ns
growth exponent: law 8.632, halves 8.632
growth factor of a small difference 5.61e+03
1% seed: largest difference of halves 1.94 qr
1% seed: voltage minimum -0.3085 V
final field 3.0, rough breakdown 4.0 MV/cm
tunnel barrier 2.0 eV, mass 0.2 m_e
tunnelling charge in 5 us: 5.4e-05 uC/cm2
assumed trap leakage 0.01 A/cm2: 0.050 uC/cm2
rough heat capacity 2.7 J/(cm3 K)
adiabatic warming of film 3.58 K
```
